\section*{Kohn-Sham spin squared, the pair density and the Wang-Becke-Smith estimate, part 2}

Does the spin contamination $\Delta_{\rm det}$ of the Kohn-Sham (KS) determinant, which has the spin densities of the interacting ground state $\Psi$, measure the contamination of $\Psi$ itself or a fault of the functional?

Spin is in units of $\hbar$, the Hamiltonian is spin free, and $N_\alpha\ge N_\beta$ are fixed. Here $\rho_\sigma=\langle\psi^\dagger_\sigma\psi_\sigma\rangle$, $m=\rho_\alpha-\rho_\beta$, $M=(N_\alpha-N_\beta)/2$, $(f)_+=\max(f,0)$ and $\Delta=\langle\hat S^2\rangle-M(M+1)$. On a lattice, integrals become site sums. With $1,2$ for $\mathbf r_1,\mathbf r_2$,
\[\Gamma(1,2;1',2')=\langle\psi^\dagger_\alpha(1')\psi^\dagger_\beta(2')\psi_\beta(2)\psi_\alpha(1)\rangle .\]
Part (a), already proved, is $\Delta=N_\beta-X$ with $X=\iint\Gamma(1,2;2,1)$, or
\begin{equation}
\langle\hat S^2\rangle=M(M+1)+N_\beta-\iint\Gamma(\mathbf r_1,\mathbf r_2;\mathbf r_2,\mathbf r_1)\,d\mathbf r_1d\mathbf r_2 .
\label{exact}
\end{equation}
Among non-degenerate ground states, $\rho_\alpha,\rho_\beta$ determine $\Psi$ and hence $X$, but the argument supplies no formula. Still to be proved:
\begin{enumerate}
\item[(b)] Any determinant of pure $\alpha$ and pure $\beta$ orbitals obeys $\Delta_{\rm det}\ge\Delta_{\rm WBS}^2/N_\beta$, where $\Delta_{\rm WBS}=\int(\rho_\beta-\rho_\alpha)_+\,d\mathbf r$. If a pure $S=M$ state has $m<0$ in a region of finite volume, every determinant with its spin densities has $\Delta_{\rm det}>0$ while $\Delta=0$.
\item[(c)] The Wang-Becke-Smith (WBS) value $M(M+1)+\Delta_{\rm WBS}$ is the local uniform-gas approximation to $\langle\hat S^2\rangle$ of a determinant, not of the interacting state.
\end{enumerate}

The example called the chain is the open three-site Hubbard chain with hopping $t$ (the energy unit), on-site repulsion $U$, $N_\alpha=2$, $N_\beta=1$. Its ground state is a pure doublet, $\langle\hat S^2\rangle=0.75$, with site densities $n_\beta=(b,c,b)$, $n_{i\alpha}=1-n_{i\beta}$, $2b+c=1$ and middle-site magnetization $m_2=1-2c$. The exact KS potentials $v_\sigma$ act on site 2, with zero on the ends. The occupied $\beta$ orbital is $\varphi=(\sqrt b,\sqrt c,\sqrt b)$, the empty $\alpha$ orbital is $\chi=(\sqrt b,-\sqrt c,\sqrt b)$, and
\begin{equation}
\Delta_{\rm det}=\langle\chi|\varphi\rangle^2=(b-c+b)^2=(1-2c)^2=m_2^2 .
\label{hub}
\end{equation}
At $U=4$, $m_2=-0.24721$, $\Delta_{\rm det}=0.06111$ and the determinant has $\langle\hat S^2\rangle=0.81111$.

\section{Proof of (b): the determinant and its lower bound}

Let $\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i\phi_{i\sigma}(\mathbf r)\phi^*_{i\sigma}(\mathbf r')$ be the kernel of the projector $P_\sigma$ on the occupied orbitals of spin $\sigma$. By Wick's theorem $\Gamma$ is a sum of products of contractions, and those between $\alpha$ and $\beta$ operators vanish because each orbital has a definite spin. The surviving term is $\gamma_\alpha(1,1')\gamma_\beta(2,2')$, with a plus sign because the $\beta$ pair is nested inside the $\alpha$ pair. Then
\begin{equation}
X_{\rm det}=\iint\gamma_\alpha(1,2)\gamma_\beta(2,1)=\operatorname{Tr}P_\alpha P_\beta=\sum_{ij}|\langle\phi_{i\alpha}|\phi_{j\beta}\rangle|^2 .
\label{xdet}
\end{equation}
Unitary mixing of the occupied orbitals of one spin leaves $P_\sigma$ unchanged. The singular value decomposition of the overlap matrix therefore supplies corresponding orbitals $a_i,b_j$ with $\langle a_i|b_j\rangle=\cos\theta_j\,\delta_{ij}$, $0\le\theta_j\le\pi/2$, and
\begin{equation}
\Delta_{\rm det}=N_\beta-\sum_{j=1}^{N_\beta}\cos^2\theta_j=\sum_{j=1}^{N_\beta}\sin^2\theta_j .
\end{equation}

Write $b_j=\cos\theta_j\,a_j+\sin\theta_j\,u_j$. The remainder $b_j-\cos\theta_j\,a_j$ is orthogonal to every $a_i$ by the overlap condition, its squared norm is $1-\cos^2\theta_j$, and remainders with $i\ne j$ are orthogonal because all four terms of their scalar product vanish. The planes $\{a_j,u_j\}$ are thus mutually orthogonal, and in each of them
\begin{equation}
P_\beta-P_\alpha=\begin{pmatrix}\cos^2\theta_j-1&\cos\theta_j\sin\theta_j\\ \cos\theta_j\sin\theta_j&\sin^2\theta_j\end{pmatrix}.
\end{equation}
The trace is zero and the determinant is $-\sin^4\theta_j-\cos^2\theta_j\sin^2\theta_j=-\sin^2\theta_j$, so the eigenvalues are $\pm\sin\theta_j$. If $\sin\theta_j=0$, then $b_j=a_j$, no $u_j$ is needed, and $a_j$ has eigenvalue $0$. The $N_\alpha-N_\beta$ unpaired $a_i$ have eigenvalue $-1$ and the rest of the space has $0$.

Let $Q$ be multiplication by the function that is $1$ where $m<0$ and $0$ elsewhere, so $0\le\langle k|Q|k\rangle\le1$ for a normalized $|k\rangle$. Since $\rho_\sigma(\mathbf r)=\gamma_\sigma(\mathbf r,\mathbf r)$, the trace taken in the eigenbasis $|k\rangle$ of $P_\beta-P_\alpha$, with eigenvalues $\lambda_k$, gives
\begin{equation}
\Delta_{\rm WBS}=\operatorname{Tr}Q(P_\beta-P_\alpha)=\sum_k\lambda_k\langle k|Q|k\rangle\le\sum_j\sin\theta_j\le\sqrt{N_\beta\,\Delta_{\rm det}} .
\label{bound}
\end{equation}
The first inequality drops the negative terms and sets $\langle k|Q|k\rangle\to1$ in the positive ones. The second is the Cauchy-Schwarz inequality for $N_\beta$ terms. Squaring proves (b). The proof uses the spin densities and the determinant form and no property of the potentials, so it covers the exact KS determinant whenever one exists. In the chain $N_\beta=1$, the site sum is $\Delta_{\rm WBS}=|m_2|$, and \eqref{hub} shows that both inequalities are equalities there.

In unrestricted Hartree-Fock theory the determinant is the trial wavefunction, so $\Delta_{\rm det}$ is by definition its contamination. In KS theory $\Gamma$ of the interacting state differs from $\gamma_\alpha\gamma_\beta$, and $\Delta_{\rm det}$ describes the auxiliary state.

\section{Proof of (c): the Wang-Becke-Smith estimate}

In the non-interacting uniform gas the plane waves with $q<k_\sigma$ are occupied. With $\mathbf s=\mathbf r-\mathbf r'$, the angular average of $e^{i\mathbf q\cdot\mathbf s}$ is $\sin(qs)/(qs)$, and one integration by parts gives
\begin{equation}
\gamma_\sigma(s)=\int_{q<k_\sigma}\!\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf s}=\frac1{2\pi^2s}\int_0^{k_\sigma}\!q\sin(qs)\,dq=\frac{\sin k_\sigma s-k_\sigma s\cos k_\sigma s}{2\pi^2s^3}=\frac{k_\sigma^2\,j_1(k_\sigma s)}{2\pi^2s},
\end{equation}
where $j_1(x)=\sin x/x^2-\cos x/x\to x/3$ at small $x$, so $\rho_\sigma=k_\sigma^3/6\pi^2$. The contribution to \eqref{xdet} per unit volume follows from $\int e^{i(\mathbf q-\mathbf q')\cdot\mathbf s}d^3s=(2\pi)^3\delta(\mathbf q-\mathbf q')$, with $\Theta$ the unit step:
\begin{equation}
\int\gamma_\alpha(\mathbf s)\gamma_\beta(-\mathbf s)\,d^3s=\int\frac{d^3q}{(2\pi)^3}\,\Theta(k_\alpha-q)\Theta(k_\beta-q)=\min(\rho_\alpha,\rho_\beta).
\label{min}
\end{equation}
The two Fermi spheres are concentric, so their common volume is the smaller sphere. For $k_\alpha=1.0$ and $k_\beta=0.8$ bohr$^{-1}$ the densities are $0.016887$ and $0.008646$ bohr$^{-3}$, and quadrature of the left side gives $0.008646$; for $k_\alpha=0.5$ bohr$^{-1}$ it gives $\rho_\alpha=0.002111$.

The local step is an approximation. In \eqref{xdet} set $\mathbf r_{1,2}=\mathbf R\pm\mathbf s/2$, with unit Jacobian, and replace each $\gamma_\sigma$ by that of a gas with density $\rho_\sigma(\mathbf R)$. Then $X_{\rm det}\approx\int\min(\rho_\alpha,\rho_\beta)\,d\mathbf R$. Using $N_\beta=\int\rho_\beta$ and $\rho_\beta-\min(\rho_\alpha,\rho_\beta)=(\rho_\beta-\rho_\alpha)_+$,
\begin{equation}
\langle\hat S^2\rangle_{\rm WBS}=M(M+1)+\int(\rho_\beta-\rho_\alpha)_+\,d\mathbf r=M(M+1)-\int_{m<0}m(\mathbf r)\,d\mathbf r .
\label{wbs}
\end{equation}
Two replacements separate \eqref{wbs} from \eqref{exact}: the step from $\Gamma$ to the determinant product $\gamma_\alpha\gamma_\beta$, which discards opposite-spin correlation and also puts projectors in place of the interacting one-particle density matrices, and the local-gas form of $\gamma_\sigma$. Fed with the exact spin density of the chain at $U=4$, the site analogue of \eqref{wbs} gives $0.75+0.24721=0.99721$, further from the true $0.75$ than the determinant value $0.81111$.

\subsection{Range of the local step}

In one dimension the occupied segments $|q|<k_\sigma$ are nested as well, $\rho_\sigma=k_\sigma/\pi$, and \eqref{min} holds unchanged. Take $N$ fermions of each spin in unit harmonic traps centred at $+d$ for $\alpha$ and $-d$ for $\beta$, in oscillator units. In the semiclassical limit $k_\sigma=\sqrt{2N-(x\mp d)^2}$, each spin fills a phase-space disk of radius $r_0=\sqrt{2N}$, and $\int\min(\rho_\alpha,\rho_\beta)\,dx$ is the common area divided by $2\pi$. For $d=r_0/2$ that area consists of two circular segments of half-angle $\pi/3$, each a sector $r_0^2\pi/3$ less a triangle $d\sqrt{r_0^2-d^2}=r_0^2\sqrt3/4$. Thus $X=N(2/3-\sqrt3/2\pi)$ and $\Delta_{\rm WBS}\to N(1/3+\sqrt3/2\pi)$. At $N=80$ the orbitals give $\Delta_{\rm det}=48.7205$ and $\Delta_{\rm WBS}=48.7194$; divided by $N$, both are $0.6090$, the value of the bracket to four figures. At $N=5$ and the same $d/r_0$ the ratio $\Delta_{\rm det}/\Delta_{\rm WBS}$ is $0.9993$. This closeness is observed at one shift and not derived, and it does not carry over to every shift at small $N$.

In the traps the local step fails when $d$ is small at fixed $N$. To first order in $d$ a $\beta$ orbital is $a_n+2d\,a_n'$, where $a_n$ are the $\alpha$ orbitals and $a_n'=\sqrt{n/2}\,a_{n-1}-\sqrt{(n+1)/2}\,a_{n+1}$. The one component outside the occupied set $n\le N-1$ comes from $n=N-1$, so $\Delta_{\rm det}=(2d)^2N/2=2Nd^2$ at leading order. In contrast $\rho_\beta-\rho_\alpha=2d\,\rho'(x)$ to first order, with $\rho$ the density of the undisplaced trap, so $\Delta_{\rm WBS}=2d\int(\rho')_+dx$ is linear in $d$. For $N=5$, $d=0.01$ the formula gives $2\times5\times10^{-4}=0.001000$, as computed, while $\Delta_{\rm WBS}=0.025562$ is about 26 times larger. Doubling $d$ multiplies the two by $3.994$ and $1.999$.

\section{The stretched H$_6$ ring}

The atoms form a regular hexagon in the STO-3G basis, with $N_\alpha=N_\beta=3$ and energies in hartree. At side $2.0$ \AA, full configuration interaction (FCI) gives a ground state at $-2.851786$ and the lowest $M=0$ triplet at $-2.834576$. Both have $m=0$ and the diagonal trace $N_\alpha N_\beta=9$, but $X=3$ and $X=1$, so \eqref{exact} gives $3-3=0$ and $3-1=2$. Equation \eqref{wbs} returns zero for both. The triplet component is an excited state of the sector, so this does not conflict with the ground-state functional argument.

Unrestricted KS calculations with the PBE functional, started from alternating spins, converge to broken-symmetry solutions:
\begin{center}
\begin{tabular}{ccccc}
side (\AA)&$\Delta_{\rm det}$&$\Delta_{\rm WBS}$&$\sum\sin\theta_j$&$\Delta_{\rm WBS}^2/3$\\
2.0&1.947&2.283&2.397&1.738\\
2.5&2.849&2.863&2.923&2.733\\
3.0&2.983&2.968&2.992&2.937
\end{tabular}
\end{center}
At $2.0$ \AA\ the chain \eqref{bound} reads $2.283\le2.397\le\sqrt{3\times1.947}=2.417$. The integrand of $\Delta_{\rm WBS}$ has kinks where $m=0$; atom-centred grids give $2.2835$ and a cylindrical quadrature aligned with the symmetry nodal planes gives $2.2834$, so the value is uncertain by about $10^{-4}$. Relative to $\Delta_{\rm det}$, the WBS value is high by $0.336$ (17\%) at $2.0$ \AA, high by $0.014$ (0.5\%) at $2.5$ \AA\ and low by $0.015$ (0.5\%) at $3.0$ \AA, so it bounds $\Delta_{\rm det}$ from neither side. Both tend to $3$ when the $\alpha$ and $\beta$ electrons sit on separate, non-overlapping atoms, since then every $\cos\theta_j=0$ and $\min(\rho_\alpha,\rho_\beta)=0$. The broken-symmetry energy at $2.0$ \AA\ is $-2.855593$, which is $0.0460$ below the restricted PBE value $-2.809588$ and $0.0038$ below FCI; an approximate functional is not bound from below by the FCI energy. All ring values refer to the minimal STO-3G basis, and their convergence with the basis has not been examined; they illustrate the inequalities and are not converged properties of H$_6$, and the ordering relative to FCI is shown in this basis only.

The true excess is zero in the ring at $2.0$ \AA, as in the chain, but the nonzero $\Delta_{\rm det}$ has a different origin. The exact ring state has $m=0$, and if its density is that of a closed-shell determinant with $v_\alpha=v_\beta$, exact KS theory gives $\theta_j=0$ and $\Delta_{\rm det}=0$. The value $1.947$ accompanies a magnetization that no $M=0$ spin eigenstate can have, and so reflects the approximate functional. In the chain the magnetization is exact and $\Delta_{\rm det}>0$ is forced by \eqref{bound}. A positive $\Delta_{\rm det}$ by itself does not separate these cases.

The numerical check tests \eqref{exact} against the $\hat S^2$ operator on random states that are not spin eigenstates, \eqref{hub} and \eqref{xdet} against the operator applied to the determinants, \eqref{min} against quadrature, and \eqref{bound} on 300 random lattice determinants and on the ring.

\section*{Computed values}
\begin{verbatim}
gas: k in 1/bohr, densities in 1/bohr^3
 ka=1.0 kb=0.8 rho_a=0.016887 rho_b=0.008646 quadrature=0.008646
 ka=0.5 kb=0.8 rho_a=0.002111 rho_b=0.008646 quadrature=0.002111
1D traps (oscillator length units), N per spin, shifts +-d
 N=5 d=1.5811 D_det=3.0406 D_wbs=3.0426 ratio=0.9993
 N=20 d=3.1623 D_det=12.1769 D_wbs=12.1778 ratio=0.9999
 N=80 d=6.3246 D_det=48.7205 D_wbs=48.7194 ratio=1.0000
 N=5 d=0.02 D_det=0.003992 D_wbs=0.051090
 N=5 d=0.01 D_det=0.001000 D_wbs=0.025562 ratios 3.994 1.999
two non-overlapping orbitals, M=0
 max difference of diagonal pair densities=0.0e+00
 X=+1.0000 S2=0.0000
 X=-1.0000 S2=2.0000
Hubbard chain, 3 sites, Na=2 Nb=1, energies in t
 U=1 E0=-2.26354 S2_true=0.75000 X_true=1.00000
  n_a=[0.77147 0.45706 0.77147] n_b=[0.22853 0.54294 0.22853]
  m1=0.54294 m2=-0.08588 v_a(mid)=+0.24380 v_b(mid)=-0.24380
  D_det=0.00737 S2_det=0.75737 D_wbs=0.08588 S2_wbs=0.83588
 U=4 E0=-1.23607 S2_true=0.75000 X_true=1.00000
  n_a=[0.8118  0.37639 0.8118 ] n_b=[0.1882  0.62361 0.1882 ]
  m1=0.62361 m2=-0.24721 v_a(mid)=+0.72162 v_b(mid)=-0.72162
  D_det=0.06111 S2_det=0.81111 D_wbs=0.24721 S2_wbs=0.99721
 U=200 E0=-0.03000 S2_true=0.75000 X_true=1.00000
  n_a=[0.83332 0.33336 0.83332] n_b=[0.16668 0.66664 0.16668]
  m1=0.66664 m2=-0.33328 v_a(mid)=+0.99983 v_b(mid)=-0.99983
  D_det=0.11108 S2_det=0.86108 D_wbs=0.33328 S2_wbs=1.08328
H6 ring side 2.0 Angstrom, FCI/STO-3G, M=0, energies in hartree
 ground: E=-2.851786 S2=0.0000 X=3.0000
  diagonal trace=9.0000 max|spin density matrix|=1e-14
 triplet: E=-2.834576 S2=2.0000 X=1.0000
  diagonal trace=9.0000 max|spin density matrix|=3e-14
broken-symmetry UKS-PBE/STO-3G, M=0
 R=2.0 A E=-2.855593 hartree S2_det=1.9474 S2_wbs=2.2835
  sum sin(theta)=2.3973 lower bound D_wbs^2/Nb=1.7381
  S2_wbs coarser grid=2.2835; RKS-PBE E=-2.809588 hartree
 R=2.5 A E=-2.796912 hartree S2_det=2.8489 S2_wbs=2.8634
  sum sin(theta)=2.9230 lower bound D_wbs^2/Nb=2.7330
 R=3.0 A E=-2.787652 hartree S2_det=2.9832 S2_wbs=2.9683
  sum sin(theta)=2.9916 lower bound D_wbs^2/Nb=2.9370
\end{verbatim}
